# Jump Rotations by a Fixed Angle: Relaxation Rates for Every Rank: verification in Python

```python
"""
Rotational relaxation by random jumps of fixed rotation angle.
Result under test: for Poisson jumps of frequency nu, each a rotation by
theta about a fresh isotropic axis, the rank-l correlation <P_l(u(0).u(t))>
decays as exp(-rate*t), with
  rate = nu * (1 - sin((l+1/2)theta) / ((2l+1) sin(theta/2))).
Symbols: l = rank, theta = rotation angle of the body, u = body-fixed unit
vector, nu = jump frequency, tau_l = 1/rate.  Times are in ps.
Estimates of neglected effects use Gaussian units (erg, cm, esu).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_legendre
from scipy.spatial.transform import Rotation


def jump_factor(rank, angle):
    """Closed form for the mean rank-l factor of one jump."""
    return np.sin((rank + 0.5) * angle) / ((2 * rank + 1) * np.sin(angle / 2))


def reduced_rate(rank, angle):
    """Decay rate divided by jump frequency."""
    return 1 - jump_factor(rank, angle)


# --- Axis average of rotation matrices built from angular-momentum generators
def generators(rank):
    m = np.arange(rank, -rank - 1, -1)
    raising = np.diag(np.sqrt(rank * (rank + 1) - m[1:] * (m[1:] + 1)), 1)
    jx = (raising + raising.T) / 2
    jy = (raising - raising.T) / (2j)
    return jx, jy, np.diag(m)


matrix_error = 0.0
for rank in (1, 2, 3):
    jx, jy, jz = generators(rank)
    nodes, weights = np.polynomial.legendre.leggauss(12)
    azimuths = 2 * np.pi * np.arange(16) / 16
    for angle in np.radians([25, 70, 180]):
        average = np.zeros((2 * rank + 1, 2 * rank + 1), complex)
        for z, weight in zip(nodes, weights):
            s = np.sqrt(1 - z * z)
            for phi in azimuths:
                generator = s * np.cos(phi) * jx + s * np.sin(phi) * jy + z * jz
                average += weight / 32 * expm(-1j * angle * generator)
        expected = jump_factor(rank, angle) * np.eye(2 * rank + 1)
        matrix_error = max(matrix_error, np.abs(average - expected).max())
assert matrix_error < 1e-8

# --- Same factor from the explicit rotation of a vector, without matrices
x_nodes, x_weights = np.polynomial.legendre.leggauss(30)


def vector_average(rank, angle):
    cosine = np.cos(angle) + (1 - np.cos(angle)) * x_nodes**2
    return np.sum(x_weights * eval_legendre(rank, cosine)) / 2


vector_error = max(abs(vector_average(l, a) - jump_factor(l, a))
                   for l in range(1, 8) for a in np.radians([5, 70, 130, 180]))
assert vector_error < 1e-11

# --- Small-angle expansion, including the first correction to diffusion
with mp.workdps(45):
    small = mp.mpf("0.0001")
    for l in range(1, 6):
        exact = 1 - mp.sin((l + mp.mpf(1) / 2) * small) / (
            (2 * l + 1) * mp.sin(small / 2))
        leading = l * (l + 1) * small**2 / 6
        correction = (1 - exact / leading) / small**2
        assert abs(correction - mp.mpf(3 * l * l + 3 * l - 1) / 60) < 1e-5

# --- Rank-one rate and ratio of the first two relaxation times
for angle in np.radians([10, 70, 120, 180]):
    rate_one = 1 - vector_average(1, angle)
    rate_two = 1 - vector_average(2, angle)
    assert abs(rate_one - 2 * (1 - np.cos(angle)) / 3) < 1e-12
    assert abs(rate_two / rate_one - 3 * (3 + 2 * np.cos(angle)) / 5) < 1e-10
crossing = brentq(lambda a: reduced_rate(1, a) - reduced_rate(2, a), 1.8, 3.0)
assert abs(np.cos(crossing) + 2 / 3) < 1e-10

# --- A fixed arc of the vector is a different jump law
theta = np.radians(70.0)
phi = 2 * np.pi * np.arange(64) / 64
polar = 0.7
projection = (np.cos(theta) * np.cos(polar)
              + np.sin(theta) * np.sin(polar) * np.cos(phi))
for l in range(1, 6):
    averaged = eval_legendre(l, projection).mean()
    product = eval_legendre(l, np.cos(theta)) * eval_legendre(l, np.cos(polar))
    assert abs(averaged - product) < 1e-12

# --- Keeping the same axis breaks multiplication of jump factors
two_same_axis = vector_average(1, 2 * theta)
two_fresh_axes = vector_average(1, theta)**2
assert abs(two_same_axis - jump_factor(1, 2 * theta)) < 1e-12
assert abs(two_same_axis - two_fresh_axes) > 0.1

# --- Continuous-time simulations with axes in laboratory or body frame
wait = 3.0
jump_frequency = 1 / wait
frame_tau2 = 6.0
frame_diffusion = 1 / (6 * frame_tau2)
rng = np.random.default_rng(2718)


def simulate(frequencies, angles, duration, body_axes, count=80000):
    frequencies = np.asarray(frequencies)
    angles = np.asarray(angles)
    total = frequencies.sum()
    clocks = rng.exponential(1 / total, count)
    quaternions = np.tile([0.0, 0.0, 0.0, 1.0], (count, 1))
    while True:
        active = np.flatnonzero(clocks < duration)
        if len(active) == 0:
            break
        axes = rng.normal(size=(len(active), 3))
        axes /= np.linalg.norm(axes, axis=1)[:, None]
        kinds = rng.choice(len(angles), len(active), p=frequencies / total)
        jumps = Rotation.from_rotvec(axes * angles[kinds][:, None])
        old = Rotation.from_quat(quaternions[active])
        new = old * jumps if body_axes else jumps * old
        quaternions[active] = new.as_quat()
        clocks[active] += rng.exponential(1 / total, len(active))
    return Rotation.from_quat(quaternions).apply([0.0, 0.0, 1.0])[:, 2]


simulation_time = 2.0
simulated = {}
for body_axes in (False, True):
    cosines = simulate([jump_frequency], [theta], simulation_time, body_axes)
    for l in (1, 2):
        samples = eval_legendre(l, cosines)
        expected = np.exp(-jump_frequency * reduced_rate(l, theta)
                          * simulation_time)
        error = samples.std() / np.sqrt(len(samples))
        assert abs(samples.mean() - expected) < 5 * error
        simulated[body_axes, l] = (samples.mean(), expected, error)

# Small jumps stand for continuous diffusion; 0.001 allows for their finite size
small_angle = 0.1
small_frequency = 6 * frame_diffusion / small_angle**2
cosines = simulate([jump_frequency, small_frequency], [theta, small_angle],
                   simulation_time, True)
for l in (1, 2):
    samples = eval_legendre(l, cosines)
    combined = (jump_frequency * reduced_rate(l, theta)
                + l * (l + 1) * frame_diffusion)
    error = samples.std() / np.sqrt(len(samples))
    assert abs(samples.mean() - np.exp(-combined * simulation_time)) < (
        5 * error + 0.001)

# --- Loss maximum of an exponential correlation, by numerical transform
def negative_loss(omega):
    transform = quad(lambda t: np.exp(-t), 0, 40, weight="cos", wvar=omega)[0]
    return -omega * transform


peak = minimize_scalar(negative_loss, bounds=(0.2, 4), method="bounded",
                       options={"xatol": 1e-7})
assert abs(peak.x - 1) < 1e-3

# --- Collective initial rate, tested on an interacting reversible spin ring
spin_count, coupling = 4, 0.3
states = np.array([[1 if state >> i & 1 else -1 for i in range(spin_count)]
                   for state in range(2**spin_count)])
weights_ring = np.exp(coupling * np.sum(states * np.roll(states, 1, axis=1), 1))
equilibrium = weights_ring / weights_ring.sum()
ring_generator = np.zeros((len(states), len(states)))
mean_flip_rate = 0.0
for a, spins in enumerate(states):
    for i in range(spin_count):
        neighbours = spins[i - 1] + spins[(i + 1) % spin_count]
        flip_rate = 0.5 * (1 - spins[i] * np.tanh(coupling * neighbours))
        b = a ^ (1 << i)
        ring_generator[b, a] += flip_rate
        ring_generator[a, a] -= flip_rate
        mean_flip_rate += equilibrium[a] * flip_rate / spin_count
moment = states.sum(axis=1)
moment_square = np.sum(equilibrium * moment**2)
ring_factor = moment_square / spin_count


def ring_correlation(time):
    return (moment @ expm(ring_generator * time)
            @ (moment * equilibrium) / moment_square)


step = 1e-5
measured_slope = (1 - ring_correlation(step)) / step
predicted_slope = 2 * mean_flip_rate / ring_factor
assert abs(measured_slope / predicted_slope - 1) < 1e-4
assert ring_correlation(2.0) >= np.exp(-2 * predicted_slope) - 1e-12

# --- Worked example: rough parameters in the regime of liquid water
temperature = 298.0
rates = {l: jump_frequency * reduced_rate(l, theta) for l in (1, 2, 3)}
times = {l: 1 / rates[l] for l in rates}
combined_times = {l: 1 / (rates[l] + l * (l + 1) * frame_diffusion)
                  for l in (1, 2)}
arc_times = {l: wait / (1 - eval_legendre(l, np.cos(theta))) for l in (1, 2)}
debye_times = {l: wait / (l * (l + 1) * theta**2 / 6) for l in (1, 2)}

# Gaussian distribution of jump angles, cut at four standard deviations
spread = np.radians(15.0)
low, high = theta - 4 * spread, theta + 4 * spread


def angle_weight(angle):
    return np.exp(-(angle - theta)**2 / (2 * spread**2))


norm = quad(angle_weight, low, high)[0]
spread_times = {}
for l in (1, 2):
    mean_rate = quad(lambda a: angle_weight(a) * reduced_rate(l, a),
                     low, high)[0] / norm
    spread_times[l] = wait / mean_rate

jump_duration = 0.2
busy_fraction = jump_duration / (wait + jump_duration)

# Quantum libration: thermal sum over oscillator levels, then rotation average
erg_per_joule = 1e7
thermal_energy = const.k * temperature * erg_per_joule
hbar_gaussian = const.hbar * erg_per_joule
inertia = 2e-40
libration_ev = 0.07
libration_energy = libration_ev * const.e * erg_per_joule
levels = np.arange(200)
populations = np.exp(-levels * libration_energy / thermal_energy)
mean_level = np.sum((levels + 0.5) * populations) / populations.sum()
variance = hbar_gaussian**2 * mean_level / (inertia * libration_energy)
sigma = np.sqrt(variance)
plateaus = {}
for l in (1, 2):
    average = quad(lambda a: np.sqrt(2 / np.pi) * a**2 / sigma**3
                   * np.exp(-a**2 / (2 * variance)) * jump_factor(l, a),
                   1e-8, 10 * sigma)[0]
    plateaus[l] = average**2
inertial_time = np.sqrt(inertia / thermal_energy) * 1e12

# Static dipole correlations from the fluctuation formula
dipole_debye = 2.9
dipole = dipole_debye * 1e-18
density = const.N_A / 18.015
static_permittivity, fast_permittivity = 78.0, 1.8
collective_factor = ((static_permittivity - fast_permittivity)
                     * 3 * thermal_energy / (4 * np.pi * density * dipole**2))
collective_time = collective_factor * combined_times[1]

barrier_ev = 0.17
warm_temperature = temperature + 10
warm_factor = np.exp(barrier_ev * const.e / const.k
                     * (1 / warm_temperature - 1 / temperature))
field_statvolt = thermal_energy / dipole
field_mv_cm = field_statvolt * const.c * 1e-6 / 1e6

print(f"Largest matrix-average error: {matrix_error:.1e}")
print(f"Largest vector-average error: {vector_error:.1e}")
for body_axes in (False, True):
    label = "body" if body_axes else "lab"
    for l in (1, 2):
        mean, expected, error = simulated[body_axes, l]
        print(f"{label} axes, l={l}, t=2 ps: simulation {mean:.4f}, "
              f"formula {expected:.4f}, std error {error:.4f}")
print(f"Rotation angle: {np.degrees(theta):.1f} deg; mean wait: {wait:.1f} ps")
print(f"Jump frequency: {jump_frequency:.4f} 1/ps")
for l in (1, 2, 3):
    print(f"l={l}: jump factor {jump_factor(l, theta):.4f}, "
          f"rate/nu {reduced_rate(l, theta):.4f}, "
          f"rate {rates[l]:.4f} 1/ps, tau {times[l]:.3f} ps")
print(f"tau1/tau2 at 70 deg: {times[1] / times[2]:.4f}")
for degrees in (10, 120, 180):
    a = np.radians(degrees)
    print(f"{degrees} deg: rate1/nu {reduced_rate(1, a):.4f}, "
          f"rate2/nu {reduced_rate(2, a):.4f}, "
          f"tau1/tau2 {reduced_rate(2, a) / reduced_rate(1, a):.4f}")
print(f"Equal tau1 and tau2 at: {np.degrees(crossing):.2f} deg")
print(f"Single-molecule loss peak: {1000 / (2 * np.pi * times[1]):.2f} GHz")
print(f"Debye extrapolation: tau1 {debye_times[1]:.3f} ps, "
      f"tau2 {debye_times[2]:.3f} ps")
print(f"Fixed 70 deg arc: tau1 {arc_times[1]:.3f} ps, "
      f"tau2 {arc_times[2]:.3f} ps")
print(f"Two jumps, l=1: same axis {two_same_axis:.4f}, "
      f"fresh axes {two_fresh_axes:.4f}")
print(f"Frame diffusion input: tau2 {frame_tau2:.1f} ps, "
      f"D {frame_diffusion:.5f} rad^2/ps")
print(f"With frame diffusion: tau1 {combined_times[1]:.3f} ps, "
      f"tau2 {combined_times[2]:.3f} ps")
print(f"Angle spread {np.degrees(spread):.0f} deg: "
      f"tau1 {spread_times[1]:.3f} ps, tau2 {spread_times[2]:.3f} ps")
print(f"Jump duration {jump_duration:.1f} ps: "
      f"fraction of cycle {100 * busy_fraction:.1f} %")
print(f"Inertia input: {inertia:.1e} g cm^2; thermal time {inertial_time:.3f} ps")
print(f"Libration quantum {libration_ev:.2f} eV; "
      f"quantum/kT {libration_energy / thermal_energy:.2f}")
print(f"Libration rms angle per axis: {np.degrees(sigma):.1f} deg")
print(f"Libration plateaus: l=1 {plateaus[1]:.3f}, l=2 {plateaus[2]:.3f}")
print(f"Dipole input: {dipole_debye:.1f} D; density {density:.3e} 1/cm^3")
print(f"Permittivity inputs: static {static_permittivity:.0f}, "
      f"fast {fast_permittivity:.1f}")
print(f"Collective factor G: {collective_factor:.2f}")
print(f"Collective time scale, with diffusion: {collective_time:.1f} ps")
print(f"Spin ring: G {ring_factor:.4f}, slope {measured_slope:.5f}, "
      f"formula {predicted_slope:.5f} (reduced rates)")
print(f"Barrier input {barrier_ev:.2f} eV: wait factor "
      f"{temperature:.0f} to {warm_temperature:.0f} K = {warm_factor:.3f}")
print(f"Field where dipole energy equals kT: {field_mv_cm:.2f} MV/cm")
print("every check passed")
```

Printed output:

```
Largest matrix-average error: 2.6e-15
Largest vector-average error: 3.4e-15
lab axes, l=1, t=2 ps: simulation 0.7462, formula 0.7464, std error 0.0013
lab axes, l=2, t=2 ps: simulation 0.5233, formula 0.5239, std error 0.0020
body axes, l=1, t=2 ps: simulation 0.7471, formula 0.7464, std error 0.0013
body axes, l=2, t=2 ps: simulation 0.5256, formula 0.5239, std error 0.0020
Rotation angle: 70.0 deg; mean wait: 3.0 ps
Jump frequency: 0.3333 1/ps
l=1: jump factor 0.5613, rate/nu 0.4387, rate 0.1462 1/ps, tau 6.839 ps
l=2: jump factor 0.0304, rate/nu 0.9696, rate 0.3232 1/ps, tau 3.094 ps
l=3: jump factor -0.2257, rate/nu 1.2257, rate 0.4086 1/ps, tau 2.448 ps
tau1/tau2 at 70 deg: 2.2104
10 deg: rate1/nu 0.0101, rate2/nu 0.0302, tau1/tau2 2.9818
120 deg: rate1/nu 1.0000, rate2/nu 1.2000, tau1/tau2 1.2000
180 deg: rate1/nu 1.3333, rate2/nu 0.8000, tau1/tau2 0.6000
Equal tau1 and tau2 at: 131.81 deg
Single-molecule loss peak: 23.27 GHz
Debye extrapolation: tau1 6.030 ps, tau2 2.010 ps
Fixed 70 deg arc: tau1 4.559 ps, tau2 2.265 ps
Two jumps, l=1: same axis -0.1774, fresh axes 0.3151
Frame diffusion input: tau2 6.0 ps, D 0.02778 rad^2/ps
With frame diffusion: tau1 4.956 ps, tau2 2.041 ps
Angle spread 15 deg: tau1 6.722 ps, tau2 3.209 ps
Jump duration 0.2 ps: fraction of cycle 6.2 %
Inertia input: 2.0e-40 g cm^2; thermal time 0.070 ps
Libration quantum 0.07 eV; quantum/kT 2.73
Libration rms angle per axis: 9.6 deg
Libration plateaus: l=1 0.945, l=2 0.844
Dipole input: 2.9 D; density 3.343e+22 1/cm^3
Permittivity inputs: static 78, fast 1.8
Collective factor G: 2.66
Collective time scale, with diffusion: 13.2 ps
Spin ring: G 1.7961, slope 0.46295, formula 0.46295 (reduced rates)
Barrier input 0.17 eV: wait factor 298 to 308 K = 0.807
Field where dipole energy equals kT: 4.25 MV/cm
every check passed
```
